# Two hydrogen atoms at vanishing separation: ZBL against the united atom

## Problem

Two hydrogen atoms in their ground states approach each other. Their nuclei are fixed points a distance $R$ apart, the electrons are nonrelativistic, and the interaction energy $V(R)$ is zero for separated atoms. At small $R$,
$$V(R)=\frac{e^2}{R}+C+\dots$$
The Ziegler-Biersack-Littmark (ZBL) potential, used for ion stopping, is
$$V_Z(R)=\frac{Z_1Z_2e^2}{R}\,\phi\!\left(\frac Ra\right),\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\qquad \phi(x)=\sum_i c_ie^{-d_ix},$$
with $c_i=0.1818,\ 0.5099,\ 0.2802,\ 0.02817$ and $d_i=3.2,\ 0.9423,\ 0.4029,\ 0.2016$. Here $a_0=\hbar^2/(me^2)$, and the hartree is $E_h=me^4/\hbar^2$.

1. Find the constant $C_Z$ of the ZBL potential.
2. Find $C$ for the electronic singlet from the united atom. Can any state of two electrons have the ZBL constant?
3. How do the true singlet energy and the ZBL energy leave their limits as $R$ grows?
4. What changes for the electronic triplet?
5. A neutral hydrogen atom of 1 keV hits a free hydrogen atom at rest head-on. How far does ZBL misplace the closest approach?

## Solution

### 1. The ZBL constant

For two hydrogen atoms $a=0.8854\,a_0/2=0.4427\,a_0$. Expanding each exponential gives
$$V_Z=\frac{e^2\phi(0)}{R}+\frac{e^2\phi'(0)}{a}+\frac{e^2\phi''(0)}{2a^2}R+\dots$$
The derivative is $\phi'(0)=-\sum_ic_id_i=-1.18081$, so
$$C_Z=\frac{e^2\phi'(0)}{a}=-\frac{1.18081}{0.4427}\,E_h=-2.667\,E_h=-72.6\ \text{eV}.$$

The coefficients add up to $\phi(0)=1.00007$, not to one. Strictly, $V_Z-e^2/R$ therefore diverges as $0.00007\,e^2/R$. The constant meant here is the coefficient of $R^0$, which this rounding remainder does not touch.

### 2. The united-atom constant

The nuclear repulsion $e^2/R$ contains no electron coordinates. With $E_{el}(R)$ the energy of the electrons in the field of both nuclei,
$$V(R)=\frac{e^2}{R}+E_{el}(R)-2E(\mathrm H),\qquad E(\mathrm H)=-\tfrac12E_h.$$
At $R=0$ the electrons see one charge $2e$. The lowest singlet is then the helium ground state, and
$$C=E(\mathrm{He})+E_h.$$

**Coordinates.** For the helium energy, measure lengths in $a_0$ and energies in $E_h$. The ground state depends on $r_1$, $r_2$ and $r_{12}$ alone. Let
$$s=r_1+r_2,\qquad t=r_2-r_1,\qquad u=r_{12}.$$
At fixed $\mathbf r_1$, let $\theta$ be the angle between the two position vectors. From $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ follows $u\,du=r_1r_2\sin\theta\,d\theta$. The volume element $(4\pi r_1^2dr_1)(2\pi r_2^2\sin\theta\,d\theta\,dr_2)$ becomes $8\pi^2r_1r_2u\,dr_1dr_2du$. Since $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\tfrac12ds\,dt$, this is $\pi^2u(s^2-t^2)\,ds\,dt\,du$. The singlet function is even in $t$, so we integrate over $0\le t\le u\le s$ and double the factor. The common factor $2\pi^2$ cancels in the energy.

**Kinetic energy.** Let $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$, and let subscripts on $\psi$ denote derivatives. Then
$$\nabla_1\psi=(\psi_s-\psi_t)\hat{\mathbf r}_1+\psi_u\hat{\mathbf u},\qquad
\nabla_2\psi=(\psi_s+\psi_t)\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}.$$
Half the sum of the squares is
$$\psi_s^2+\psi_t^2+\psi_u^2+\psi_u\left[(\psi_s-\psi_t)A+(\psi_s+\psi_t)B\right],$$
where $A=\hat{\mathbf r}_1\cdot\hat{\mathbf u}$ and $B=-\hat{\mathbf r}_2\cdot\hat{\mathbf u}$. Using $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-u^2)/2$ and $r_2^2-r_1^2=st$,
$$A=\frac{u^2-st}{2r_1u},\qquad B=\frac{u^2+st}{2r_2u}.$$
The weight is $u(s^2-t^2)=4ur_1r_2$. It turns $A$ into $(s+t)(u^2-st)$ and $B$ into $(s-t)(u^2+st)$. Their sum is $2s(u^2-t^2)$, and the second minus the first is $2t(s^2-u^2)$. The kinetic integral is therefore
$$T=\int\left\{u(s^2-t^2)(\psi_s^2+\psi_t^2+\psi_u^2)+2\psi_u\left[s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t\right]\right\}ds\,dt\,du.$$

**Potential energy and norm.** The potential is $-2(1/r_1+1/r_2)+1/u$, with $1/r_1+1/r_2=4s/(s^2-t^2)$. Hence
$$U=\int(-8su+s^2-t^2)\psi^2\,ds\,dt\,du,\qquad N=\int u(s^2-t^2)\psi^2\,ds\,dt\,du.$$
For $\psi=e^{-ks}$ times a polynomial, every integral has the form
$$I(i,j,n)=\int s^it^ju^ne^{-2ks}\,ds\,dt\,du=\frac{(i+j+n+2)!}{(j+1)(j+n+2)(2k)^{i+j+n+3}},$$
found by integrating over $t$, then $u$, then $s$.

**One term.** For $\psi=e^{-ks}$,
$$N=I(2,0,1)-I(0,2,1)=\left(\frac13-\frac1{15}\right)\frac{120}{64k^6}=\frac1{2k^6}.$$
Since $\psi_s^2=k^2\psi^2$, $T/N=k^2$. The potential integral is
$$U=-8\cdot\frac1{4k^5}+\frac3{8k^5}-\frac1{16k^5}=-\frac{27}{16k^5},$$
so $E=k^2-\tfrac{27}{8}k$. Two values of $k$ matter:

- At $k=1$ the electrons keep their hydrogen orbitals. Then $E=-19/8$ and $C=-11/8=-1.375\,E_h$.
- The minimum, at $k=27/16$, gives $E=-(27/16)^2=-2.8477$ and $C=-1.848\,E_h$. The contraction of the orbitals supplies most of the lowering.

**More terms.** With $\psi=e^{-ks}\sum c_{lmn}s^lt^mu^n$ and $m$ even, the minimum over the coefficients is a generalized matrix eigenvalue problem; $k$ is optimized as well. Each result is an upper bound to the energy. All terms up to total degree 2, 4 and 5 give $-2.903426$, $-2.903714$ and $-2.903721\,E_h$. The last step lowers the energy by $7\times10^{-6}\,E_h$, so to the digits needed
$$C=-2.9037\,E_h+E_h=-1.904\,E_h=-51.8\ \text{eV}.$$
The ZBL constant is lower by $0.764\,E_h$, or 20.8 eV; its magnitude is 1.40 times the singlet value.

**Can two electrons have the ZBL constant?** It would require a united-atom energy $C_Z-E_h=-3.667\,E_h$. Upper bounds cannot exclude this, but a simple lower bound can. Let $\varphi$ be the normalized ground state of two electrons around charge 2 without mutual repulsion. Its energy is $-4$, and the next level, with one electron in $n=2$, is $-2-\tfrac12=-2.5$. For any normalized $\psi$, let $p=|\langle\varphi|\psi\rangle|^2$. Applying the Cauchy-Schwarz inequality to $u^{1/2}\varphi$ and $u^{-1/2}\psi$,
$$p\le\langle\varphi|u|\varphi\rangle\,\langle\psi|u^{-1}|\psi\rangle.$$
The state $\varphi$ is $e^{-ks}$ with $k=2$. Its mean electron separation is
$$\langle u\rangle=\frac{I(2,0,2)-I(0,2,2)}{N}=\frac{35/(32k^7)}{1/(2k^6)}=\frac{35}{16k}=\frac{35}{32}.$$
The repulsion is thus at least $32p/35$, and the remaining energy is at least $-4p-2.5(1-p)$. Together,
$$E\ge-2.5-\left(1.5-\frac{32}{35}\right)p\ge-4+\frac{32}{35}\approx-3.09,$$
because the bracket is positive and $p\le1$. No two-electron state reaches $-3.667\,E_h$. The ZBL constant is excluded for singlet and triplet alike.

Nothing in the ZBL form ties $\phi'(0)$ to a united-atom energy. With $a$ unchanged, the singlet constant would need $\phi'(0)=-0.843$. Changing that slope alone would not guarantee a good potential at larger $R$.

### 3. Leaving the limit

Put the nuclei at distance $R/2$ on either side of the origin. Let $\rho$ be the density of both electrons in the united atom, and define
$$\Phi(\mathbf d)=\int\frac{\rho(r)}{|\mathbf r-\mathbf d|}\,d^3r.$$
To first order, splitting the nucleus changes the electronic energy by $-2e^2[\Phi(R/2)-\Phi(0)]$. For a spherical density, the charge inside radius $d$ gives
$$\frac{d\Phi}{dd}=-\frac1{d^2}\,\frac{4\pi d^3}{3}\rho(0)=-\frac{4\pi}{3}\rho(0)d$$
at leading order, so $\Phi(d)-\Phi(0)=-\tfrac{2\pi}{3}\rho(0)d^2$. With $d=R/2$,
$$E_{el}(R)-E_{el}(0)=\frac{\pi}{3}e^2\rho(0)R^2+\dots$$

The second-order energy does not compete. The change in potential has size $e^2/R$ in a region of size $R$, and it falls off as a quadrupole outside. The second-order energy contains two such potentials, two volumes $R^3$, and a short-range propagator proportional to $1/R$. It scales as $R^{-2}R^6R^{-1}=R^3$.

The 34-term function gives $\rho(0)=3.62\,a_0^{-3}$, hence a coefficient of $3.79\,E_h/a_0^2$. A separate test diagonalized the two-electron Hamiltonian with two separated nuclei, by full configuration interaction (CI) in Gaussian functions. Energies at $R=0.025\,a_0$ and $0.05\,a_0$, extrapolated to $R=0$, gave $3.80\,E_h/a_0^2$. The rise at the larger distance was 3.81 times that at the smaller one. The second decimal of both numbers depends on the Gaussian basis: a larger set with tighter $d$ functions gives $3.79\,E_h/a_0^2$ and a ratio of 3.80. A linear law would give 2 and a pure quadratic law 4.

ZBL behaves differently. Its linear coefficient is $e^2\phi''(0)/(2a^2)=6.02\,E_h/a_0$. It thus assigns the electrons a finite force pulling the nuclei together at $R=0$, where symmetry makes the true force zero. The same linear rise narrows the energy gap to the singlet as $R$ grows from zero.

### 4. The triplet

Let $\alpha$ and $\beta$ be the $1s$ orbitals on the two atoms. At large separation the spatial functions are
$$\psi_\pm\propto\alpha(1)\beta(2)\pm\beta(1)\alpha(2),$$
with the plus sign for the singlet and the minus sign for the triplet. Inverting both electrons through the midpoint exchanges $\alpha$ and $\beta$. It leaves $\psi_+$ unchanged and reverses $\psi_-$. With equal nuclear charges this parity is conserved at every $R$. The lowest triplet curve from two ground-state atoms must therefore end on an odd helium state. The state $1s2s\,{}^3S$ is even and is excluded; the lowest odd triplet is $1s2p\,{}^3P$.

Full CI with $s$, $p$ and $d$ Gaussians gives $-2.1326\,E_h$ for this state; adding the $d$ functions changed it by $-0.00025\,E_h$. The last digit is not converged: a larger set of $s$, $p$ and $d$ Gaussians lowers the energy by a further $0.0005\,E_h$, to $-2.1331\,E_h$, which does not change the constant below to the digits shown. The triplet constant is
$$C_t=-2.1326\,E_h+E_h=-1.133\,E_h.$$
The singlet is deeper because both electrons can enter the compact $1s$ orbital. In the triplet one of them must go to $2p$.

Atoms with unpolarized electron spins meet as singlets with weight $1/4$ and as triplets with weight $3/4$. The mean constant is
$$\frac{-1.904+3(-1.133)}4\,E_h=-1.33\,E_h.$$
This is a statistical mean, not the limit of one potential curve. The value $-1.904\,E_h$ is the exact-theory reference for the singlet only.

### 5. A head-on collision at 1 keV

For equal masses and a target at rest, half the laboratory energy is available in the centre-of-mass frame: $E=500$ eV $=18.375\,E_h$. We treat the nuclei as classical particles. At closest approach the relative motion stops, so $V(R)=E$. Write $\delta(R)$ for the change of electronic energy from its value at $R=0$. Then
$$R_{min}=\frac{e^2}{E-C-\delta}.$$
A constant exerts no force by itself. It enters here because the atoms, on their way in to a small distance $R$, lose the kinetic energy $e^2/R+C+\delta$, whereas two bare protons would lose $e^2/R$. A negative $C$ reduces the loss and lets the atoms come closer.

For the singlet, CI gives $\delta=0.0084\,E_h$ at the turning point, and
$$R_{min}=\frac{a_0}{18.375+1.904-0.008}=0.0493\,a_0=0.00261\ \text{nm}.$$
For the triplet, $\delta=0.0063\,E_h$ (0.0062 with tighter $d$ functions, which leaves $R_{min}$ unchanged to the digits shown) and
$$R_{min}=\frac{a_0}{18.375+1.133-0.006}=0.0513\,a_0=0.00271\ \text{nm}.$$
The full ZBL potential gives 0.00255 nm. This is 2.4 percent below the singlet value and 6.1 percent below the triplet value.

The singlet error can be traced. At the singlet turning point, the ZBL energy beyond Coulomb repulsion has risen from $-2.667$ to $-2.396\,E_h$, while the singlet value is $-1.895\,E_h$. The gap is $0.501\,E_h$, not $0.764\,E_h$. Using these two values,
$$\frac{R_Z}{R_{min}}\approx\frac{18.375+1.895}{18.375+2.396}=0.976.$$
At higher energy the gap approaches its limiting value, but its effect on the turning point falls roughly as $(C_Z-C)/E$. In the mathematical limit of these two potentials, only the relative error of $7\times10^{-5}$ from $\phi(0)\ne1$ remains; real electrons would no longer follow the nuclei at such energies.

**The real case.** Fast neutrals of about this energy can form by charge exchange in hydrogen plasma immersion implantation at kilovolt bias. The free atomic target is an idealization, since such a plasma also contains molecules and the implanted surface is a solid. Chemical binding of a few eV, a rough figure, is about one percent of $E-C\approx552$ eV.

Thermal motion matters more than $k_BT=0.086$ eV at a rough 1000 K suggests. A target velocity component of typical size $\sqrt{k_BT/M}$, with $M$ the atomic mass, changes the collision energy by a fraction
$$2\sqrt{\frac{k_BT}{2E_{lab}}}=2\sqrt{\frac{0.086}{2000}}\approx1.3\ \text{percent},$$
with either sign. The comparison above holds the collision energy fixed.

The closest approach is a classical notion, and protons at this energy are waves. Near the turning point the force is about $e^2/R^2$, and the radial wave varies over the length $[\hbar^2R^2/(Me^2)]^{1/3}\approx0.011\,a_0$, about 22 percent of $R_{min}$. This spread is far larger than the ZBL error. The error survives as a shift of the whole wave: for zero angular momentum of the nuclei, the first maximum of the radial density lies near $0.062\,a_0$ for the singlet, and ZBL places it 2.2 percent too close; against the triplet the figure is 5.6 percent.

The calculation also assumes that the electrons adjust fully to the nuclei. The atom's speed is 0.20 atomic units, against an rms electron speed of 1.70 in helium, a ratio of 0.12. If the electrons instead kept their hydrogen orbitals, the constant would be $-1.375\,E_h$. That would move the singlet turning point outward by about $0.53/20.3$, or 2.6 percent, as much as the ZBL error itself. This is the shift for hydrogen orbitals carried along unchanged by the nuclei. The small speed ratio suggests that the actual shift is smaller, but the motion of the electrons during the collision is not calculated here. The turning points above therefore hold for electrons that adjust fully. In the triplet this assumption is weaker: the outer electron is bound by only $0.13\,E_h$, which in a hydrogen-like estimate means a speed near $\sqrt{2\times0.13}\approx0.5$ atomic units, so it can be expected to follow less closely.

For the singlet, the crude sizes $|E(\mathrm{He})|\,m/M=0.0016\,E_h$ for finite nuclear mass and $2^4E_h/137^2=0.0009\,E_h$ for relativity are overestimates. With the separated atoms subtracted, nuclear mass raises the constant by about $0.0003\,E_h$ and relativity lowers it by about $0.0001\,E_h$. All of these are far below the gap between the constants. The triplet is different. Its electrons approach a $P$ state, which carries angular momentum. If the total angular momentum is zero, the nuclei must rotate to compensate, and this costs about $2\hbar^2/(MR^2)$. At the triplet turning point that is $0.41\,E_h$, enough to move the point outward by about 2 percent. The fixed-nuclei triplet result above leaves this term out; with it, the ZBL error against the triplet grows from 6.1 to about 8 percent. This holds for zero total angular momentum only. The state with the $2p$ orbital across the axis lies only about $0.00006\,E_h$ higher at the turning point, so off the exact head-on case the rotation of the axis mixes the two states and one potential curve no longer describes the triplet. The remaining digits are in the numerical output.

## Table of computed values

```
ZBL screening length a: 0.4427 bohr
ZBL phi(0): 1.00007 (dimensionless)
ZBL phi'(0): -1.18081 (dimensionless)
ZBL constant: -2.6673 hartree
ZBL constant: -72.58 eV
ZBL linear coefficient: 6.024 hartree/bohr
He energy, degree 0, 1 terms: -2.847656 hartree
He energy, degree 1, 3 terms: -2.891232 hartree
He energy, degree 2, 7 terms: -2.903426 hartree
He energy, degree 3, 13 terms: -2.903640 hartree
He energy, degree 4, 22 terms: -2.903714 hartree
He energy, degree 5, 34 terms: -2.903721 hartree
He energy shift, degree 4 to 5: -0.0000070 hartree
Frozen-density constant: -1.3750 hartree
Singlet united-atom constant: -1.9037 hartree
Singlet united-atom constant: -51.80 eV
ZBL minus singlet constant: -0.7636 hartree
ZBL minus singlet constant: -20.78 eV
Ratio ZBL/singlet constant: 1.401 (dimensionless)
United-atom energy implied by ZBL: -3.6673 hartree
phi'(0) needed for singlet: -0.8428 (dimensionless)
He density at nucleus: 3.619 bohr^-3
Quadratic coefficient, density: 3.789 hartree/bohr^2
Quadratic coefficient, CI: 3.801 hartree/bohr^2
CI rise ratio, R=0.05 over R=0.025 bohr: 3.811 (dimensionless)
He energy, Gaussian CI: -2.9025 hartree
He 2 triplet P energy, CI: -2.1326 hartree
Triplet energy shift on adding d: -0.00025 hartree
Triplet constant: -1.133 hartree
Spin-averaged constant: -1.325 hartree
Projectile energy: 1000 eV
Centre-of-mass energy: 500 eV
Centre-of-mass energy: 18.375 hartree
Closest approach, ZBL: 0.002547 nm
Closest approach, singlet: 0.002611 nm
Closest approach, singlet: 0.04933 bohr
Closest approach, triplet: 0.002714 nm
ZBL closest-approach error, singlet: -2.44 percent
ZBL closest-approach error, triplet: -6.14 percent
Beyond Coulomb at singlet turning point, ZBL: -2.3963 hartree
Beyond Coulomb there, singlet: -1.8953 hartree
Singlet finite-R shift: 0.00843 hartree
Change of that shift on adding d: -0.00006 hartree
Triplet finite-R shift: 0.00627 hartree
ZBL pole remainder there: 0.00142 hartree
Atom speed: 0.200 atomic units
Electron rms speed in He: 1.704 atomic units
Atom/electron speed ratio: 0.117 (dimensionless)
Thermal energy kT at 1000 K: 0.086 eV
Nuclear-mass effect, size estimate: 0.00158 hartree
Relativistic effect, size estimate: 0.00085 hartree
```
